# Why an isovalent impurity can still scatter conduction electrons

**Question**

I am estimating how much a dilute alloying element raises the resistivity of a copper-like interconnect metal. If the impurity has the same valence as the host, it brings no excess charge to be screened. The Friedel sum rule then says that the phase shifts, weighted by $2l+1$, add to zero. Does this mean that the conduction electrons do not see the impurity? If not, can someone construct phase shifts that satisfy the sum rule and work out the resistivity they produce?

**Answer**

No. The sum rule fixes the net number of electrons drawn to the impurity, whereas resistance depends on how strongly the electrons are deflected. I will show this for a free-electron metal with one conduction electron per atom and a spherical, short-range, spin-independent impurity potential $V(r)$ that binds no state.

**What the sum rule fixes**

Let $k$ be the Fermi wavenumber. Outside the impurity the radial wave is
$$\cos\delta_l\,j_l(kr)-\sin\delta_l\,y_l(kr),$$
which tends to $\sin(kr-l\pi/2+\delta_l)/(kr)$ at large $r$. Attraction gives $\delta_l>0$, and I use the branch on which $\delta_l$ vanishes with the potential.

Put a hard wall at a large radius $R$. The allowed wavenumbers obey
$$kR-\frac{l\pi}{2}+\delta_l=n\pi .$$
At fixed Fermi level the impurity therefore raises the number of levels below $k$ by $\delta_l/\pi$, once the integer steps of the count are smoothed by averaging over $R$. Each $l$ has $2l+1$ orientations and two spins, so the number of electrons drawn in is
$$N=\frac{2}{\pi}\sum_l(2l+1)\delta_l .$$
Screening makes $N$ equal to the excess ionic charge in units of $e$. For an isovalent impurity in an unrelaxed lattice, $N=0$.

**What resistance measures**

The scattering amplitude is
$$f(\theta)=\frac1k\sum_l(2l+1)\,e^{i\delta_l}\sin\delta_l\,P_l(\cos\theta).$$
A deflection through $\theta$ removes a fraction $1-\cos\theta$ of the forward momentum, so the relevant quantity is
$$\sigma_{\rm tr}=\int(1-\cos\theta)\,|f|^2\,d\Omega .$$

Write $s_l=\sin\delta_l$, $\mu=\cos\theta$ and $\Delta_l=\delta_l-\delta_{l+1}$. Since $\int_{-1}^{1}P_l^2\,d\mu=2/(2l+1)$, the first part is
$$\int|f|^2d\Omega=\frac{4\pi}{k^2}\sum_l(2l+1)s_l^2 .$$
For the second part, the recurrence $(2l+1)\mu P_l=(l+1)P_{l+1}+lP_{l-1}$ couples only neighbouring waves:
$$\int_{-1}^{1}\mu P_lP_{l+1}\,d\mu=\frac{2(l+1)}{(2l+1)(2l+3)} .$$
Each neighbouring pair occurs twice in $|f|^2$, as complex conjugates, which gives
$$\int\cos\theta\,|f|^2d\Omega=\frac{8\pi}{k^2}\sum_l(l+1)\,s_ls_{l+1}\cos\Delta_l .$$
Now split $2l+1=(l+1)+l$ and relabel $\sum_l l\,s_l^2=\sum_l(l+1)s_{l+1}^2$. Subtracting the two parts,
$$\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_l(l+1)\left[s_l^2+s_{l+1}^2-2s_ls_{l+1}\cos\Delta_l\right].$$
The bracket is $|e^{i\delta_l}s_l-e^{i\delta_{l+1}}s_{l+1}|^2$. Because $e^{i\delta}\sin\delta=(e^{2i\delta}-1)/(2i)$, it equals $|e^{2i\delta_l}-e^{2i\delta_{l+1}}|^2/4=\sin^2\Delta_l$. Hence
$$\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2\Delta_l .$$

**Why one can vanish without the other**

The phases tend to zero at large $l$, so $\delta_l=\sum_{j\ge l}\Delta_j$. Exchanging the order of summation,
$$\sum_l(2l+1)\delta_l=\sum_j\Delta_j\sum_{l=0}^{j}(2l+1)=\sum_j(j+1)^2\Delta_j .$$
Neutrality is a signed sum of the $\Delta_j$, in which terms can cancel. Transport is a sum of nonnegative terms, which cannot. For $\sigma_{\rm tr}=0$ every $\sin\Delta_l$ must vanish. Neighbouring phases then differ by multiples of $\pi$, and since they tend to zero at large $l$, each phase is itself a multiple of $\pi$. Then every $\sin\delta_l$ is zero and $f=0$, so there is no scattering at all.

**The smallest construction**

With an s wave alone, $N=0$ forces $\delta_0=0$. With s and p waves, neutrality requires $\delta_0+3\delta_1=0$, so choose
$$\delta_1=-\frac{\delta_0}{3},\qquad \Delta_0=\frac{4\delta_0}{3},\qquad \Delta_1=-\frac{\delta_0}{3}.$$
Then
$$\sigma_{\rm tr}=\frac{4\pi}{k^2}\left[\sin^2\frac{4\delta_0}{3}+2\sin^2\frac{\delta_0}{3}\right].$$
For $\delta_0=0.30$ and $\delta_1=-0.10$ rad the bracket is $0.152+0.020=0.172$. With $k=13.60\ \mathrm{nm^{-1}}$ this gives $\sigma_{\rm tr}=0.0117\ \mathrm{nm^2}$.

The weak limit shows where the electrons go. To first order in the phases,
$$f\simeq\frac1k(\delta_0+3\delta_1\cos\theta)=\frac{\delta_0}{k}(1-\cos\theta).$$
The forward amplitude cancels while the s and p waves add in the backward direction. Expanding the sines gives $\sigma_{\rm tr}\simeq(4\pi/k^2)\,2\delta_0^2$. The total cross section is $(4\pi/k^2)(\delta_0^2+3\delta_0^2/9)=(4\pi/k^2)(4\delta_0^2/3)$. The transport cross section is thus $3/2$ of the total one.

**The same point in terms of the potential**

In the first Born approximation,
$$f=-\frac{m}{2\pi\hbar^2}\tilde V(q),\qquad \tilde V(q)=\int V e^{-i\mathbf q\cdot\mathbf r}d^3r,\qquad q=2k\sin\frac{\theta}{2}.$$
To the same order, $f(0)=(1/k)\sum_l(2l+1)\delta_l$. Equating the two forms at $q=0$,
$$\sum_l(2l+1)\delta_l=-\frac{mk}{2\pi\hbar^2}\int V\,d^3r=-\frac{2mk}{\hbar^2}\int_0^\infty V r^2\,dr .$$
So for weak scattering neutrality removes the $q=0$ component of the potential. Resistance draws on all $q$ up to $2k$, with the weight $1-\cos\theta$ favouring large $q$.

**A potential that does it**

Take a core of radius $a=0.08$ nm with $V_c=-8$ eV, surrounded by a repulsive shell of height $V_s$ out to $b=0.14$ nm. Define $q_{c,s}^2=k^2-2mV_{c,s}/\hbar^2$. The regular core wave is $j_l(q_cr)$, with logarithmic derivative $\gamma_a=q_cj_l'(q_ca)/j_l(q_ca)$ at $a$. In the shell the wave is proportional to $j_l(q_sr)+B\,y_l(q_sr)$. Continuity of the logarithmic derivative at $a$ gives
$$B=-\frac{q_sj_l'(q_sa)-\gamma_aj_l(q_sa)}{q_sy_l'(q_sa)-\gamma_ay_l(q_sa)} .$$
At the outer edge the logarithmic derivative is
$$\gamma_b=q_s\frac{j_l'(q_sb)+B\,y_l'(q_sb)}{j_l(q_sb)+B\,y_l(q_sb)} .$$
Setting it equal to that of the outside wave and solving for the phase,
$$\tan\delta_l=\frac{k\,j_l'(kb)-\gamma_bj_l(kb)}{k\,y_l'(kb)-\gamma_by_l(kb)} .$$

I take 85 conduction electrons per $\mathrm{nm^3}$, so $k=(3\pi^2n)^{1/3}=13.60\ \mathrm{nm^{-1}}$. Adjusting $V_s$ until $N=0$ gives $V_s=2.47$ eV and

- $\delta_0=0.2558$ rad, contributing $+0.2558$ to the Friedel sum;
- $\delta_1=-0.0648$ rad, contributing $-0.1943$;
- $\delta_2=-0.0111$ rad, contributing $-0.0557$;
- $\delta_3=-0.0008$ rad, contributing $-0.0054$.

Higher waves supply the remaining $-0.0003$. As a test of the counting rule, the change in s-wave electron density was integrated over space. It gives 0.1628 electron, in agreement with $2\delta_0/\pi$. The p, d and f waves lose what the s wave gains: charge is rearranged, but none is added overall.

The same phases give
$$\sigma_{\rm tr}=(6.742+0.390+0.022+\ldots)\times10^{-3}=7.15\times10^{-3}\ \mathrm{nm^2}.$$
About 94% comes from the difference between the s and p phases. The value of $|f|^2$ is 25 times larger backward than forward. The forward value is not zero, because at finite strength $\mathrm{Im}\,f(0)=(1/k)\sum_l(2l+1)\sin^2\delta_l$, which the sum rule does not cancel.

**From cross section to resistivity**

Let the displaced electron distribution vary as the cosine of the angle to the field. After a deflection through $\theta$, averaging over azimuth multiplies that cosine by $\cos\theta$. Collisions therefore reduce the displacement at the rate $1/\tau=n_iv\sigma_{\rm tr}$, where $n_i$ is the impurity density and $v$ the Fermi velocity. Balancing field force against momentum loss gives $\rho=m/(ne^2\tau)$. With $n_i=cn$ for atomic fraction $c$, and $mv=\hbar k$,
$$\Delta\rho=\frac{mv\,n_i\sigma_{\rm tr}}{ne^2}=\frac{\hbar k}{e^2}\,c\,\sigma_{\rm tr}.$$
For $c=0.01$,
$$\Delta\rho=(4108\ \Omega)(1.360\times10^{10}\ \mathrm{m^{-1}})(0.01)(7.15\times10^{-21}\ \mathrm{m^2})=4.0\times10^{-9}\ \Omega\,\mathrm m,$$
or $0.40\ \mu\Omega\,\mathrm{cm}$. For comparison, a uniform well of the same outer radius, tuned to attract one electron, gives $0.90\ \mu\Omega\,\mathrm{cm}$. For this pair of potentials the neutral impurity is the weaker scatterer, but of the same order. The ranking is not general: a one-electron well of radius 0.22 nm gives only $0.26\ \mu\Omega\,\mathrm{cm}$, and a $-12$ eV core with its own neutral shell gives $1.2\ \mu\Omega\,\mathrm{cm}$. The size depends strongly on the core depth: a $-4$ eV core with its own neutral shell gives only $0.07\ \mu\Omega\,\mathrm{cm}$.

**How far the weak-scattering picture carries**

A shell chosen to make $\int V\,d^3r=0$ has height 1.84 eV. With the core at $-8$ eV it still attracts 0.10 electron, so it is not neutral in the Friedel sense. Its resistivity is $0.50\ \mu\Omega\,\mathrm{cm}$, against 0.21 in the Born approximation. The Born picture shows, in the weak limit, how forward scattering can cancel while large-angle scattering remains. At this strength full phase shifts are needed, both for neutrality and for the resistivity. The sign of the core also matters: a $+8$ eV core with its own neutral shell gives $0.12\ \mu\Omega\,\mathrm{cm}$.

**Comparison with a real interconnect**

The electron density is roughly that of copper, but the potential is a model and represents no named element. The resistivity depends strongly on the chosen core and shell, so the value found here is an illustration and not a prediction for a particular solute. It is not self-consistent, and band structure, d electrons and spin-orbit coupling are left out.

The assumption of an unrelaxed lattice also matters. An oversized impurity pushes host ions outward and lowers the local positive charge, so even an isovalent impurity may need $N<0$. Holding the core at $-8$ eV and retuning the shell gives $0.18\ \mu\Omega\,\mathrm{cm}$ for $N=-0.3$ and $0.70$ for $N=+0.3$. For this core, neutrality is thus not even the point of least resistivity. Since the s–p term supplied 94% of the neutral result, the fall to 45% of it at $N=-0.3$ requires a smaller s–p phase difference.

Thermal smearing at 373 K, with the potential fixed and the impurities as the only scatterers, changes the impurity term by less than 0.01%. With phonon scattering present the change depends on how the phonon mean free path varies with energy (about 0.04% if it grows as $E^2$), and departures from additivity of the two resistivities in a real metal are not included. The calculation also treats each impurity as isolated. With random placement on a lattice with 12 nearest neighbours, 11% of the impurities have an impurity neighbour at this concentration. That is a count of neighbours, not an estimate of the error in the resistivity, and I have not calculated the effect of such pairs.

Other scattering can be larger. A rough room-temperature phonon mean free path of 40 nm corresponds to $1.6\ \mu\Omega\,\mathrm{cm}$; at 373 K the phonon term is about 30% larger. Treating a 20 nm line width as a second mean free path adds about $3\ \mu\Omega\,\mathrm{cm}$. This is a crude figure for diffuse walls: the real wall term depends on the shape of the cross-section and on how the walls reflect electrons, and grain boundaries are left out. In this estimate the model impurity term is a modest part of the line resistivity, but equal valence gives no reason to set it to zero. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
electron density = 85.0 nm^-3
impurity fraction = 1.0 at.%
Fermi wavenumber = 13.6023 nm^-1
Fermi energy = 7.049 eV
core radius, outer radius = 0.08, 0.14 nm
core potential = -8.00 eV
tuned shell potential = 2.4707 eV
l=0: phase = 0.255763 rad, (2l+1)phase = 0.255763 rad, electrons by density = 0.16283
l=1: phase = -0.064772 rad, (2l+1)phase = -0.194315 rad, electrons by density = -0.12370
l=2: phase = -0.011146 rad, (2l+1)phase = -0.055732 rad, electrons by density = -0.03548
l=3: phase = -0.000775 rad, (2l+1)phase = -0.005427 rad, electrons by density = -0.00345
Friedel electron number = -3.2e-14
transport term l=0,1 = 6.7423e-03 nm^2
transport term l=1,2 = 3.9024e-04 nm^2
transport term l=2,3 = 2.1916e-05 nm^2
transport cross section = 7.1546e-03 nm^2
total cross section = 5.2429e-03 nm^2
forward |f|^2 = 3.2798e-05 nm^2/sr
backward |f|^2 = 8.2810e-04 nm^2/sr
added resistivity = 0.3998 micro-ohm cm
impurity mean free path = 164.4 nm
two-wave phases = 0.30, -0.10 rad
two-wave transport cross section = 1.1653e-02 nm^2
two-wave resistivity = 0.6512 micro-ohm cm
weak two-wave transport/total ratio = 1.5000
core alone: electrons = 0.4033, resistivity = 0.7946 micro-ohm cm
volume-neutral shell: electrons = 0.1016, resistivity = 0.4988 micro-ohm cm
one-electron well: electrons = 1.0000, resistivity = 0.8963 micro-ohm cm
volume-neutral shell potential = 1.8351 eV
one-electron well potential = -4.2598 eV
Born resistivity, volume-neutral = 0.2117 micro-ohm cm
neutral core -4.0 eV: shell = 1.0515 eV, resistivity = 0.0725 micro-ohm cm
neutral core +4.0 eV: shell = -0.8164 eV, resistivity = 0.0394 micro-ohm cm
neutral core +8.0 eV: shell = -1.4748 eV, resistivity = 0.1204 micro-ohm cm
misfit charge -0.3 electron: shell = 4.4030 eV, resistivity = 0.1798 micro-ohm cm
misfit charge +0.3 electron: shell = 0.6184 eV, resistivity = 0.6962 micro-ohm cm
temperature for smearing = 373 K
thermal change of impurity resistivity = -0.0066 %
chance of an impurity neighbour (12 sites) = 11.36 %
1/(k mean free path) = 4.47e-04
rough phonon mean free path = 40 nm
phonon resistivity = 1.644 micro-ohm cm
line width = 20 nm
wall resistivity, order of size = 3.29 micro-ohm cm
```
